# The Multiplier Interval at Integer Charge in Constrained Density-Functional Theory

## Definitions and conventions

Atomic units are used in the algebra; numerical values are in eV and angstrom. Two fragments A and B, each a finite rigid set of nuclei, share $N$ electrons. Their centres lie at $x=-R/2$ and $x=R/2$, their nuclei lie within a distance $b$ of these centres, and their total nuclear charges are $Z_A$ and $Z_B$. The Hamiltonian $H$ contains the kinetic energy and all Coulomb interactions.

The electron number on A is measured by
$$N_A=\sum_{i=1}^N w(\mathbf r_i),\qquad w(\mathbf r)=1\ (x<0),\quad w(\mathbf r)=0\ (x>0).$$
The constrained energy is
$$W_R(n)=\inf\{\langle\Psi|H|\Psi\rangle:\ \langle\Psi|\Psi\rangle=1,\ \langle\Psi|N_A|\Psi\rangle=n\}.$$
This is the constrained energy of exact density-functional theory. Searching first over wavefunctions of a given density $\rho$, and then over densities with $\int w\rho=n$, covers the same wavefunctions.

Let $E_F(k)$ be the infimum of the energy of isolated fragment $F$ with $k$ electrons, including its internal nuclear repulsion. Then $E_F(k+1)\le E_F(k)$, because an added electron can be placed far away with arbitrarily small kinetic energy. Define
$$E_k=E_A(k)+E_B(N-k).$$
For a reference integer $M$ with $0<M<N$, fragment A holds $M$ electrons and B holds $N-M$. The ionization energies and affinities refer to these numbers:
$$I_A=E_A(M-1)-E_A(M),\qquad A_A=E_A(M)-E_A(M+1),$$
and likewise for B with $N-M$ in place of $M$.

A number $\lambda$ is called a valid multiplier at $n$ if the unconstrained infimum of $\langle H\rangle+\lambda(\langle N_A\rangle-n)$ tends, as $R\to\infty$, to the limit $W(n)$ of $W_R(n)$ given below. A positive $\lambda$ raises the potential on A. It is defined here through the interacting Hamiltonian, where it adds $\lambda w$ to the external potential; no Kohn–Sham equation is used.

## Theorem

**(a)** As $R\to\infty$, $W_R(n)$ tends to
$$W(n)=\min\Big\{\sum_kp_kE_k:\ p_k\ge0,\ \sum_kp_k=1,\ \sum_kkp_k=n\Big\},$$
the lower convex envelope of the points $(k,E_k)$. It is piecewise linear.

**(b)** Assume that $E_A$ and $E_B$ are convex in the integer electron number, meaning that successive ionization energies do not increase as electrons are added. Then $W$ is linear between neighbouring integers, and the valid multipliers of $W$ at $n=M$ form the interval
$$-(I_B-A_A)\ \le\ \lambda\ \le\ I_A-A_B,$$
whose width is
$$\Delta=(I_A-A_B)+(I_B-A_A).$$

Convexity is an assumption here; it is not derived from the Coulomb Hamiltonian.

## Lemma 1: lower bound

*There is $a_R\to0$ such that every normalized state satisfies $\langle H\rangle\ge\sum_kp_k(E_k-a_R)$, where $p_k$ is the probability of finding $k$ electrons at $x<0$.*

*Proof.* Let $\Omega_k$ be the part of configuration space with $k$ electrons at $x<0$. These regions fill the space up to a set of measure zero, and $N_A=k$ on $\Omega_k$, so $\langle N_A\rangle=\sum_kkp_k$. With the kinetic energy written as $\frac12\int|\nabla\Psi|^2$, the energy is a sum of integrals over the $\Omega_k$. No boundary condition is imposed on the separate pieces.

On $\Omega_k$, drop the repulsions between the two sides, which are non-negative. An electron on one side is at least $R/2-b$ from the nuclei of the other fragment. With $Z=\max(Z_A,Z_B)$, these cross attractions total at least $-NZ/(R/2-b)$. What remains is a sum of an A energy, for $k$ electrons in the left half-space, and a B energy for the rest.

For the A part, take a $k$-electron function $\phi$ on the left half-space, not necessarily zero at $x=0$. Let $\theta(x)$ be $0$ for $x\le-R/4$, rise linearly to $\pi/2$ at $x=-R/8$, and stay there. Put $\chi=\cos\theta$ and $\eta=\sin\theta$. For each subset $T$ of the electrons define
$$J_T=\prod_{i\in T}\chi(x_i)\prod_{i\notin T}\eta(x_i),\qquad \sum_TJ_T^2=\prod_i(\chi_i^2+\eta_i^2)=1.$$
Expanding the square gives
$$|\nabla(J_T\phi)|^2=J_T^2|\nabla\phi|^2+2J_T\nabla J_T\cdot\mathrm{Re}(\phi^*\nabla\phi)+|\phi|^2|\nabla J_T|^2.$$
Summed over $T$, the middle term vanishes, since $2\sum_TJ_T\nabla J_T=\nabla\sum_TJ_T^2=0$. Hence
$$\tfrac12\!\int|\nabla\phi|^2=\sum_T\tfrac12\!\int|\nabla(J_T\phi)|^2-\tfrac12\!\int|\phi|^2\sum_T|\nabla J_T|^2.$$
Here $\sum_T|\nabla J_T|^2=\sum_i\theta'(x_i)^2\le k(4\pi/R)^2$, so the last term costs at most $8\pi^2k/R^2$ per unit norm.

In $J_T\phi$ the electrons of $T$ vanish near the plane, so the function can be continued by zero to all space. Their energy is at least $E_A(|T|)\ge E_A(k)$ per unit norm. The other electrons lie at $x>-R/4$. Their kinetic energy and repulsions are non-negative, and each is attracted by at most $Z_A/(R/4-b)$. The A energy is therefore at least
$$E_A(k)-\frac{8\pi^2k}{R^2}-\frac{kZ_A}{R/4-b}$$
per unit norm. The same argument holds for B. Adding the three errors gives
$$a_R=\frac{NZ}{R/2-b}+\frac{8\pi^2N}{R^2}+\frac{NZ}{R/4-b}\to0.\qquad\square$$

## Lemma 2: upper bound

*For any probabilities $p_k$ there are pure states with $\langle N_A\rangle=\sum_kkp_k$ and $\langle H\rangle\le\sum_kp_kE_k+a'_R$, with $a'_R\to0$.*

*Proof.* Given $\epsilon>0$, choose for each fragment and electron number a normalized function that vanishes beyond a distance $d\ge b$ from the fragment centre and has an energy within $\epsilon$ of $E_F$. For $R>2d$, the antisymmetrized product $\Psi_k$ of an A function with $k$ electrons and a B function with $N-k$ lies inside $\Omega_k$. The cross attractions are negative and may be dropped from an upper bound. The cross repulsions are at most $[Z_AZ_B+k(N-k)]/(R-2d)$.

Now take $\Psi=\sum_k\sqrt{p_k}\,\Psi_k$. Different $\Psi_k$ have disjoint supports, while $H$ consists of derivatives and multiplications. Neither $H$ nor $N_A$ connects them, so both expectation values are averages with weights $p_k$. Let $R\to\infty$ first, then $\epsilon\to0$. $\square$

A fractional $n$ is thus realized by a pure state of $N$ electrons. An electron is found on A in some measurements and on B in others; no fragment contains a fraction of an electron.

## Proof of the theorem

**(a)** By Lemma 1, $W_R(n)\ge W(n)-a_R$. Lemma 2, applied to the minimizing probabilities, gives $W_R(n)\le W(n)+a'_R$. Both errors vanish.

**(b)** The sequence $E_k$ is convex, being the sum of $E_A(k)$ and the reflected sequence $E_B(N-k)$. Let $n=M+\omega$ with $0\le\omega\le1$, and $s=E_{M+1}-E_M$. By convexity the increments above $M+1$ are at least $s$ and those below $M$ are at most $s$. Hence $E_k\ge E_M+s(k-M)$ for every $k$. Averaging gives
$$\sum_kp_kE_k\ge E_M+s\omega=(1-\omega)E_M+\omega E_{M+1},$$
with equality for $p_M=1-\omega$, $p_{M+1}=\omega$. This is the straight segment.

The slope to the right of $M$ is
$$E_{M+1}-E_M=[E_A(M+1)-E_A(M)]+[E_B(N-M-1)-E_B(N-M)]=-A_A+I_B,$$
and the slope to the left is
$$E_M-E_{M-1}=[E_A(M)-E_A(M-1)]+[E_B(N-M)-E_B(N-M+1)]=-I_A+A_B.$$

A valid multiplier at $M$ must satisfy $W(m)+\lambda(m-M)\ge W(M)$ for all $m$. The choice $m=M+1$ gives $\lambda\ge-(I_B-A_A)$, and $m=M-1$ gives $\lambda\le I_A-A_B$. These two conditions suffice, because a convex function lies above the continuation of its segments. Subtracting the ends gives $\Delta$. $\square$

Rearranged, $\Delta=(I_A-A_A)+(I_B-A_B)$ is the sum of the two fundamental gaps. At one end of the interval the potential pays for moving an electron from B to A, which costs $I_B-A_A$; at the other it pays for the reverse transfer. In between, neither transfer lowers the energy. For identical fragments with equal electron numbers the interval is symmetric, from $-(I-A)$ to $I-A$.

**Fractional charge.** For $M<n<M+1$ the slope is unique, so $\lambda=-(I_B-A_A)$. The roles are then exchanged: the charge fixes the multiplier, but this multiplier doesn't fix the charge, because every mixture of $E_M$ and $E_{M+1}$ gives the same value of $\langle H\rangle+\lambda\langle N_A\rangle$.

## Corollary: the plateau at large distance

Let $\lambda$ lie inside the interval, at least $\delta>0$ from both ends. The slopes found above give
$$E_k+\lambda(k-M)-E_M\ge\delta|k-M|.$$
A ground state of $H+\lambda N_A$ has, by Lemma 2, $\langle H\rangle+\lambda(\langle N_A\rangle-M)\le E_M+a'_R$. Lemma 1 bounds the same quantity from below by $E_M+\delta\sum_kp_k|k-M|-a_R$. Therefore
$$|\langle N_A\rangle-M|\le\sum_kp_k|k-M|\le\frac{a_R+a'_R}{\delta}\to0.$$
A whole range of potentials produces the same charge. A numerical search for the multiplier at integer charge is then ill-conditioned.

## Remark 1: finite distance

With $k$ electrons on A the fragment charges are $q_A=Z_A-k$ and $q_B=Z_B-N+k$. If all the states concerned are bound, their leading interaction is $q_Aq_B/R$. The width is $E_{M+1}+E_{M-1}-2E_M$, and the interaction changes it by
$$\frac{(q_A-1)(q_B+1)+(q_A+1)(q_B-1)-2q_Aq_B}{R}=-\frac2R.$$
For initially neutral fragments each end moves inward by $1/R$.

Tunnelling also bends the segment between the integers. Keep two states with energies $E_M,E_{M+1}$ and coupling $-t$, $t>0$. With amplitudes $\sqrt{1-\omega}$ and $\sqrt\omega$,
$$W=(1-\omega)E_M+\omega E_{M+1}-2t\sqrt{\omega(1-\omega)},$$
$$\lambda=-\frac{dW}{d\omega}=-(E_{M+1}-E_M)+\frac{t(1-2\omega)}{\sqrt{\omega(1-\omega)}}.$$
In this two-state model the degeneracy at fractional charge is lifted on the scale $t$. The multiplier of this model diverges at both integers. Very close to $n=M$ the state with $M-1$ electrons on A must therefore be kept as well, and very close to $n=M+1$ the state with $M+2$, if $M+1<N$.

## Remark 2: a smooth energy and the Hubbard term

Suppose an approximation replaces $W$ near $M$ by the parabola through $E_{M-1}$, $E_M$ and $E_{M+1}$. Its curvature is $E_{M+1}+E_{M-1}-2E_M=\Delta$. Its slope at $M$ is $(E_{M+1}-E_{M-1})/2$, the mean of the two exact slopes, so its single multiplier is the midpoint of the exact interval. Between $M$ and $M+1$ it lies below the straight segment by $\frac12\Delta\,\omega(1-\omega)$: this expression vanishes at both integers and has the right curvature. The same holds between $M-1$ and $M$ if $\omega$ is replaced by the distance from $M$. A Hubbard-type correction $+\frac12\Delta\,u(1-u)$, with $u=|n-M|\le1$, therefore restores the segments on both sides of $M$ and the jump in slope between them. This holds for the parabola assumed here; a given approximate functional need not follow it.

## Example: two electrons in two wells

Take one dimension and two attractive wells $-1/\sqrt{(x-x_F)^2+s_F^2}$, with $s_A=1.0$ Å and $s_B=0.8$ Å. The electron repulsion has the same form with softening 1.0 Å, and the wells repel as $1/R$. These are model parameters. The proofs carry over, since they use a non-negative repulsion, the decay of both attraction and repulsion with distance (each softened term is bounded in magnitude by the Coulomb one), and a local Hamiltonian. The singlet problem is diagonalized on a grid of step 0.4 Å, without an orbital approximation. The isolated wells are computed in the box of the 24 Å pair; the pairs at shorter distances use smaller boxes with the same grid step and the same 6 Å margin outside each well. The comparison therefore tests the theorem on this grid and in these boxes, not the free-space value of each energy; the wall lowers $A_A$, the affinity of the most diffuse state, by about 0.01 eV, and the grid step shifts $I_B$ by about 0.004 eV. Without wall and grid error the width $\Delta$ found below would be 20.296 eV instead of 20.312 eV.

With $N=2$ and $M=1$, the isolated wells give $I_A=10.603$, $A_A=0.893$, $I_B=12.855$ and $A_B=2.253$ eV. Both gaps are positive, so convexity holds. The ends are
$$I_A-A_B=10.603-2.253=8.350\ \text{eV},\qquad I_B-A_A=12.855-0.893=11.962\ \text{eV},$$
and the width is $\Delta=20.312$ eV (0.746 hartree). The parabola of Remark 2 would give the single multiplier $(8.350-11.962)/2=-1.806$ eV. Halfway between the integers it would lie $\Delta/8=2.54$ eV too low.

At finite $R$ the charge still changes slightly with $\lambda$ along the plateau, so the interval is not strict; its ends are defined here as minus the chord slopes between computed states near $n=2$, $1$ and $0$. The pair at $R=24$ Å, treated as one system, then has the interval from $-11.354$ to $7.748$ eV. Shifting the separated ends inward by $1/R=0.600$ eV predicts $-11.362$ and $7.750$ eV. The measured width is 19.102 eV, against $20.312-1.200=19.112$ eV. The remainder is 0.122, 0.066, 0.032 and 0.010 eV at 8, 12, 16 and 24 Å; at 8 Å it varies between 0.120 and 0.123 eV with the choice of the states near $n=2$ and $0$ that define the chords. The wells are symmetric, so without the box charge–dipole terms vanish and the next expected order is $R^{-3}$; the wall 6 Å outside each well breaks this symmetry, and with a 12 Å margin the remainder drops to 0.115, 0.061, 0.029 and 0.008 eV. The $R^{-3}$ term, evaluated from the second moments of the isolated anion densities, is 0.021 and 0.006 eV at 16 and 24 Å, about three quarters of these values, and at 8 Å it exceeds the remainder. The effective power of about 2.9 between 16 and 24 Å therefore comes from several orders together, and a single power does not describe the remainder over this range.

At 12 Å, $\langle N_A\rangle$ equals 1.00000 at $\lambda=-10.615$, $-1.792$ and $7.031$ eV, a span of more than 17 eV. At $-10.815$ eV it is 1.9995, and at $7.231$ eV it is 0.0001.

The states with $n$ near 1.25 and 1.75 show how tunnelling bends the segment. At 8 Å they lie 0.0079 and 0.0077 eV below the chord. Dividing by $2\sqrt{\omega(1-\omega)}\approx0.87$ gives $t\approx0.009$ eV. Remark 1 then predicts that the multipliers of the two states differ by about 0.020 eV; the computed difference is $10.1036-10.0837=0.0199$ eV. At 12 Å the distance from the chord is only about 0.00013 eV, and the segment is nearly straight.

## When the interval disappears

If $E_{M+1}+E_{M-1}<2E_M$, the point $(M,E_M)$ lies above the chord between its neighbours and isn't a vertex of $W$. Part (a) still holds, but the formula for $\Delta$ gives a negative number, which is not a width.

Multiplying the electron repulsion of the example by $-0.2$ makes the electrons attract, and the gap sum becomes $-4.48$ eV. Lemma 1 does not cover this case as it stands, since it drops repulsions between the two sides; the evidence is numerical. At 12 Å, $\langle N_A\rangle$ jumps from 2 to 0 at $\lambda=-2.29$ eV, with no plateau at 1 resolved: 0.1 eV below the jump it is 2.0000, and 0.1 eV above it is 0.0000. In the envelope picture, the constrained state at $n=1$ has both electrons on A or both on B with equal weight, and its multiplier is the single value $(E_0-E_2)/2$. An average charge of one is then not a fragment holding one electron. The full set of values is in the numerical output.

## Numbers as computed

```
grid step 0.4 A, margin 6.0 A
softening: A 1.0 A, B 0.8 A, electrons 1.0 A
I_A = 10.603 eV, A_A = 0.893 eV
I_B = 12.855 eV, A_B = 2.253 eV
I_A - A_B = 8.350 eV
I_B - A_A = 11.962 eV
separated limit: lam from -11.962 to 8.350 eV
separated width = 20.312 eV = 0.74644 hartree
edges and width from the two-well system; 'rest' = gap sum - 2/R - width
R =  8.0 A: lam -10.093 to 6.496 eV, width 16.590 eV, 2/R 3.600 eV, rest 0.1222 eV
R = 12.0 A: lam -10.715 to 7.131 eV, width 17.846 eV, 2/R 2.400 eV, rest 0.0656 eV
R = 16.0 A: lam -11.037 to 7.442 eV, width 18.479 eV, 2/R 1.800 eV, rest 0.0324 eV
R = 24.0 A: lam -11.354 to 7.748 eV, width 19.102 eV, 2/R 1.200 eV, rest 0.0100 eV
scan of <N_A> at R = 12.0 A
lam =  -11.215 eV: <N_A> = 1.99951
lam =  -10.815 eV: <N_A> = 1.99948
lam =  -10.615 eV: <N_A> = 1.00000
lam =   -1.792 eV: <N_A> = 1.00000
lam =    7.031 eV: <N_A> = 1.00000
lam =    7.231 eV: <N_A> = 0.00008
lam =    7.631 eV: <N_A> = 0.00007
constrained states between n = 1 and n = 2
R =  8.0 A: n = 1.256, lam = -10.08370 eV, chord - W = 7.86e-03 eV
R =  8.0 A: n = 1.747, lam = -10.10363 eV, chord - W = 7.69e-03 eV
R = 12.0 A: n = 1.255, lam = -10.71473 eV, chord - W = 1.24e-04 eV
R = 12.0 A: n = 1.754, lam = -10.71505 eV, chord - W = 1.34e-04 eV
electron coupling -0.2: gap sum -4.481 eV
R = 12.0 A: jump at lam = -2.290 eV; <N_A> = 2.0000 at 0.1 eV below, 0.0000 at 0.1 eV above
```
